# Transverse Magnetic Focusing and the Specularity of a Boundary

## Problem

A two-dimensional electron gas with a circular Fermi line of radius $k_F$ fills the half-plane $y>0$. A point injector sits on the edge $y=0$ at $x=0$. An absorbing collector of width $w\ll L$ lies on the same edge, centred at $x=L$. A perpendicular field of magnitude $B$ bends the injected electrons towards the collector.

The motion is classical, without scattering in the bulk. Injection follows the cosine law: the fraction of electrons leaving at an angle between $\theta$ and $\theta+d\theta$ from the normal is $\tfrac12\cos\theta\,d\theta$. An electron that meets the edge outside the collector is reflected specularly with probability $q<1$, independent of angle. Otherwise it is reflected diffusely, leaving with a new angle drawn from the cosine law.

(a) Find the orbits, their caustics, and the fields at which a caustic falls on $x=L$.

(b) Find the fraction of electrons that a collector of finite width receives after $p$ arcs without diffuse reflection. Where is its maximum, and how high is it?

(c) Let $S(B)$ be the fraction of injected electrons collected. Let $D_p$ be $S$ at the $p$-th peak minus $S$ at the slightly higher field where $p$ arcs just fail to reach the collector. Find $D_{p+1}/D_p$ if diffusely reflected electrons are lost.

(d) In the half-plane they are not lost. Find $D_2/D_1$ to leading order for each kind of path, and solve for $q$.

(e) Treat the third peak. Does a constant ratio of successive heights show that this ratio is $q$?

(f) Take effective mass $0.07$ electron masses, Fermi energy $0.020$ eV, $L=60000$ Å and $w=600$ Å. Ray tracing of this model gave the signals below. Find the focusing fields and $q$.

| $p$ | $S$ at peak | $S$ at cutoff |
|---|---|---|
| 1 | 0.14449 | 0.00401 |
| 2 | 0.10902 | 0.01255 |
| 3 | 0.09057 | 0.02403 |

## Solution

### (a) Orbits and caustics

In atomic units $\hbar=e=m_e=1$, and in the SI-based form used here the magnetic force contains no factor $1/c$. The electron has charge $-1$, and the field points along $-z$. With effective mass $m$ and $\omega=B/m$, Newton's equation is

$$\dot v_x=\omega v_y,\qquad \dot v_y=-\omega v_x .$$

An electron leaving the origin with speed $v$ at angle $\theta$ from the normal, counted positive towards $+x$, has

$$v_x=v\sin(\theta+\omega t),\qquad v_y=v\cos(\theta+\omega t).$$

Integration from the origin gives

$$x=r[\cos\theta-\cos(\theta+\omega t)],\qquad y=r[\sin(\theta+\omega t)-\sin\theta],$$

where $r=v/\omega=mv/B=k_F/B$. The mass has dropped out. The electron returns to $y=0$ when $\theta+\omega t=\pi-\theta$, at

$$x=r[\cos\theta-\cos(\pi-\theta)]=2r\cos\theta .$$

Its velocity there is $(v\sin\theta,-v\cos\theta)$. Specular reflection reverses the normal component and leaves $(v\sin\theta,v\cos\theta)$, which is the starting velocity. Every later arc therefore has the same chord. With $X=2r$, landing number $p$ is at

$$x_p=pX\cos\theta .$$

The first caustic can be seen in the plane. All first arcs lie on circles of radius $r$ through the origin, with centres $r(\cos\theta,-\sin\theta)$. No point of such a circle is farther than $2r$ from the origin, and the circle touches that limit at the point opposite the origin. That point, $2r(\cos\theta,-\sin\theta)$, lies in the half-plane only for $\theta<0$, and it has $x>0$. The envelope of the arcs is thus the quarter circle of radius $2r$ running from $(0,2r)$ to the edge at $x=2r$.

On the edge, a caustic is a point where landing positions are stationary in angle:

$$\frac{dx_p}{d\theta}=-pX\sin\theta=0\quad\Rightarrow\quad\theta=0,\qquad x_p=pX .$$

Electrons injected near the normal gather there. Setting $pX=2pk_F/B$ equal to $L$ gives

$$B_p=\frac{2pk_F}{L},\qquad\text{or in SI}\qquad B_p=\frac{2p\hbar k_F}{eL}.$$

The SI form follows from $eBr=\hbar k_F$. With $L$ known, the equal spacing in field gives $k_F$ without the effective mass.

### (b) The signal of one order

Let $s=\sin\theta$. Since $ds=\cos\theta\,d\theta$, the cosine law makes $s$ uniform on $(-1,1)$, and $|s|$ uniform on $(0,1)$. For $p$ arcs at one angle, $x=pX\sqrt{1-s^2}$, so $|s|=\sqrt{1-x^2/(pX)^2}$. The landing density is

$$P_p(x)=\left|\frac{d|s|}{dx}\right|=\frac{x}{pX\sqrt{(pX)^2-x^2}},\qquad 0<x<pX .$$

It diverges as an inverse square root at the caustic, but its integral is finite.

Let the collector extend from $x_1=L-w/2$ to $x_2=L+w/2$, and write $R=pX$. The fraction landing in it is the corresponding interval of $|s|$:

$$W(R)=\sqrt{1-\frac{x_1^2}{R^2}}-\sqrt{1-\frac{x_2^2}{R^2}},$$

where a root with negative argument is replaced by zero. For $x_1<R<x_2$ only the first root is present, and it grows with $R$. For $R>x_2$,

$$\frac{dW}{dR}=\frac{1}{R^2}\left[\frac{x_1^2}{\sqrt{R^2-x_1^2}}-\frac{x_2^2}{\sqrt{R^2-x_2^2}}\right]<0,$$

because $x^2/\sqrt{R^2-x^2}$ increases with $x$. The maximum is therefore at $R=x_2$, with the caustic on the far edge of the collector:

$$B_p^{\rm peak}=\frac{2pk_F}{L+w/2}.$$

The ideal formula is recovered for $w/L\to0$. The peak height is

$$W(x_2)=\sqrt{\frac{(x_2-x_1)(x_2+x_1)}{x_2^2}}=\frac{\sqrt{2wL}}{L+w/2}\simeq\sqrt{\frac{2w}{L}} .$$

This does not depend on $p$. At the $p$-th peak each arc is shorter by a factor $p$, but the total reach $pX$ is the same, and so is the spread of landing points. Without reflection losses all peaks would have equal height above their background.

### (c) Background, and the ratio without diffuse electrons

At the $p$-th peak the collector also receives electrons that have made more than $p$ shorter arcs. This background grows with $p$ in the data, so a ratio of raw heights is not a ratio of caustic strengths.

Paths of $p$ arcs reach at most $pX$. They miss the collector once $pX<x_1$, that is, above

$$B_p^{\rm off}=\frac{2pk_F}{L-w/2}.$$

At this cutoff the signal consists of longer paths. Their landing density has the form $n(x/X)/X$, so their contribution to the window is about $w\,n/X$. From cutoff to peak, $X$ changes by a relative amount of about $w/L$. If $n$ has a finite slope near $x=pX$, the background changes by order $(w/L)^2$ at fixed $p$. Compared with the peak height $\sqrt{2w/L}$, this is of relative order $(w/L)^{3/2}$.

The slope is indeed finite. Longer specular paths have their singularity elsewhere, at $mX$ with $m>p$. A diffuse path can continue the edge at $pX$ with a short extra arc, but the density of short arcs vanishes linearly, as $P_1(y)\simeq y/X^2$. This removes the divergence of the edge and of its first derivative.

If diffuse electrons are lost, an electron reaching the collector after $p$ arcs has survived $p-1$ specular reflections. Hence

$$D_p\simeq q^{p-1}\sqrt{\frac{2w}{L}},\qquad \frac{D_{p+1}}{D_p}\simeq q .$$

Ray tracing with diffuse electrons removed gives $D_2/D_1=0.600$ for an input $q=0.600$.

Bulk scattering that merely removes electrons would leave this ratio unchanged at leading order. Near the caustic each arc is a half-circle of length $\pi r$, and $r=L/(2p)$, so the total path is $p\pi r=\pi L/2$ for every $p$. The attenuation is common to all these peaks and cancels.

### (d) Diffuse electrons are refocused

A diffusely reflected electron starts a new skipping orbit and moves on towards $+x$. If the arcs before and after the reflection both start near the normal, each has nearly its greatest length. The sum is then close to the greatest reach as well.

Consider $a$ arcs at one angle, a diffuse reflection, and $b$ arcs at a new angle. Let the landing point be a distance $\delta\ll X$ short of $(a+b)X$. The first part falls short by $t$ and the second by $\delta-t$. Near its edge,

$$P_a(aX-t)=\frac{aX-t}{aX\sqrt{t(2aX-t)}}\simeq\frac{1}{\sqrt{2aXt}} .$$

The density of the sum is the convolution

$$\int_0^\delta\frac{dt}{\sqrt{2aXt}\,\sqrt{2bX(\delta-t)}}
=\frac{1}{2X\sqrt{ab}}\int_0^\delta\frac{dt}{\sqrt{t(\delta-t)}} .$$

Put $t=\delta\sin^2\phi$. Then $dt=2\delta\sin\phi\cos\phi\,d\phi$, the root equals $\delta\sin\phi\cos\phi$, and the last integral is $\int_0^{\pi/2}2\,d\phi=\pi$. The density just inside the edge is

$$\frac{\pi}{2X\sqrt{ab}},$$

and it is zero beyond it. Two inverse-square-root edges have combined into a finite step. Subtracting the cutoff signal does not remove this step, since it enters the collector together with the second caustic.

For the second peak $a=b=1$ and $X\simeq L/2$. The step has height $\pi/L$, fills the window of width $w$, and carries probability $1-q$:

$$D_2\simeq q\sqrt{\frac{2w}{L}}+(1-q)\frac{\pi w}{L},\qquad D_1\simeq\sqrt{\frac{2w}{L}} .$$

Division gives

$$\frac{D_2}{D_1}\simeq q+(1-q)\varepsilon,\qquad
\varepsilon=\frac{\pi w/L}{\sqrt{2w/L}}=\pi\sqrt{\frac{w}{2L}} .$$

Writing $\rho=D_2/D_1$, we have $\rho-\varepsilon=q(1-\varepsilon)$, so

$$q\simeq\frac{\rho-\varepsilon}{1-\varepsilon}.$$

The limits show what the correction means. For $q\to1$ it vanishes, as there are no diffuse electrons. For $w/L\to0$ the simple rule $\rho=q$ returns, but slowly, as a square root. For $q=0$ the ratio is $\varepsilon$ to leading order rather than zero: the landing density still has a step at $x=2X$, although no specular caustic remains there. A nonzero $D_2$ by itself does not prove specular reflection.

### (e) The third peak

Three arcs include two reflections. If both are specular, the contribution to $D_3$ is $q^2\sqrt{2w/L}$.

If one is diffuse, the arcs are grouped as $2+1$ or $1+2$, each with probability $q(1-q)$. With $ab=2$ and $X\simeq L/3$, the two steps together contribute

$$2q(1-q)\,w\,\frac{3\pi}{2\sqrt2\,L}=\frac{3}{\sqrt2}\,q(1-q)\frac{\pi w}{L}.$$

If both are diffuse, the step $\pi/(2X)$ of two arcs is convolved with the edge of a third:

$$\frac{\pi}{2X}\int_0^\delta\frac{dt}{\sqrt{2Xt}}
=\frac{\pi}{2X}\,\frac{2\sqrt\delta}{\sqrt{2X}}
=\frac{2\pi\sqrt\delta}{(2X)^{3/2}} .$$

Integrating over $0<\delta<w$ and using $2X\simeq2L/3$ gives

$$(1-q)^2\,\frac{4\pi}{3}\left(\frac{3w}{2L}\right)^{3/2}.$$

Division of the three parts by $D_1\simeq\sqrt{2w/L}$ yields

$$\frac{D_3}{D_1}\simeq q^2+\frac{3}{\sqrt2}q(1-q)\varepsilon+\pi\sqrt3\,(1-q)^2\frac{w}{L}.$$

In the last term the numerical factor is $\frac{4\pi}{3}(\frac32)^{3/2}/\sqrt2=\pi\sqrt3$.

This expression refers to the field $B_3^{\rm peak}$ of (b). That field is the maximum of the signal when the specular cusp is present, but for $q=0$ the third maximum lies several percent lower in field.

Both $D_2/D_1$ and $D_3/D_2$ lie above $q$ when the diffuse terms are appreciable, and they can be nearly equal to each other. The data in (f) are such a case. A nearly constant ratio therefore does not identify that ratio with $q$.

### (f) Numbers

**Fields.** The Fermi wave number follows from $k_F=\sqrt{2mE_F}$ in atomic units. Converted to inverse angstroms it is $k_F=0.01917$ Å$^{-1}$. The combination $eB/\hbar$ is an inverse area, and

$$\frac{eB_1}{\hbar}=\frac{2\times0.01917}{60000}\ \text{Å}^{-2}=6.39\times10^{-7}\ \text{Å}^{-2},$$

which corresponds to $B_1=0.0421$ T. The next two ideal fields are $0.0841$ T and $0.1262$ T. The finite collector lowers each peak field by the factor $60000/60300$, or $0.50$ percent. In the ray tracing, scans in steps of $0.2$ percent around the shifted positions had their largest signal at the predicted field for all three peaks.

**Specularity.** The subtracted heights are

$$D_1=0.14449-0.00401=0.1405,$$

$$D_2=0.10902-0.01255=0.0965,$$

$$D_3=0.09057-0.02403=0.0665 .$$

The first agrees with the single-arc height from (b), $0.1407$. The diffuse correction is

$$\varepsilon=\pi\sqrt{\frac{600}{2\times60000}}=0.222 .$$

Keeping one more digit, $D_2/D_1=0.6868$ and $\varepsilon=0.2221$, so

$$q\simeq\frac{0.6868-0.2221}{1-0.2221}=0.597 .$$

The value used to generate the data was $q=0.600$, so the corrected formula falls short of it by about $0.003$. A plain counting estimate of the sampling noise is of the same size, but it ignores the stratified sampling of the injection angle and so overstates the noise. The formula also omits terms of order $(w/L)^{3/2}$, which lower $D_2/D_1$ by about $0.004$ here. Without sampling noise the ratio is $0.685$ and the formula returns $0.595$, so the shortfall is systematic, and the noise in these data happens to reduce it.

The other estimates are clearly too high. Raw peak heights give $0.10902/0.14449=0.755$. Background subtraction lowers this to $0.687$, which still exceeds the input by $0.087$. That remainder is close to the predicted $(1-q)\varepsilon=0.4\times0.222=0.089$. It disappears when diffuse electrons are removed, which confirms its cause within the model.

The next successive ratio is $D_3/D_2=0.690$, almost the same as $D_2/D_1$. Read as a geometric sequence, the three heights would suggest a specularity near $0.69$. The formula in (e) instead gives

$$\frac{D_3}{D_1}\simeq0.360+0.113+0.009=0.482,$$

against the simulated $0.474$. The specular term alone, $0.360$, is far too small. The remaining difference of $0.008$ is larger than sampling noise would suggest. It comes from the terms dropped from the ratio $D_3/D_1$, which are of order $(w/L)^{3/2}$. For $q=0.6$ the difference follows about $8\,(w/L)^{3/2}$ as the width is varied.

**Two further cases.** With a collector one quarter as wide, $w=150$ Å, $\varepsilon$ is halved. The predicted $D_2/D_1$ for $q=0.6$ is $0.644$, and ray tracing gives $0.6435$. The excess over $q$ has fallen to about half of the $0.087$ found with the wider collector, which supports the square-root dependence on width. With the original collector and input $q=0.300$, ray tracing gives $D_2/D_1=0.451$, and the formula returns $q=0.295$. The uncorrected ratio would have overstated the specularity by half.

**What the result measures, and where it fails.** At the $p$-th peak, the electrons collected after $p$ specular arcs have $|\sin\theta|<0.141$, or angles within about $8^\circ$ of the normal. If the specularity depends on angle, the specular part of the peaks samples it near normal incidence.

The Fermi wavelength is $328$ Å, so the collector is less than two wavelengths wide. Such a collector is too narrow to average out the interference near a caustic, which this model leaves out. The wave also extends beyond the classical caustic, over a length of order $(L/2k_F^2)^{1/3}\approx430$ Å. This is comparable to $w$, so the specular part does not vanish at the cutoff field. The classical heights, before and after subtraction, are therefore only a rough guide for a real device of these dimensions. The point injector is also an idealization. An injector of width comparable to $w$ smears all arrivals at the collector by the same distribution of starting points. The specular peaks keep their common shape, but their height relative to the diffuse step can change, and $\varepsilon$ must be recalculated for that geometry.

The model also assumes zero temperature. Since $k\propto\sqrt E$, a thermal energy spread $k_BT$ spreads the wave numbers by a relative amount of about $k_BT/(2E_F)$. This must be far below $w/L$, which here means a temperature far below $4.6$ K. Even then the loss of height fades only as a square root. An electron whose wave number exceeds $k_F$ by a small fraction $\eta$ still reaches the collector at the cutoff field, where it adds about $\sqrt{2\eta}$ to the signal. At the peak field it overshoots, and the signal drops by nearly the same amount. Averaged over the thermal distribution, this lowers $D_1$ by a fraction of about $1.1\sqrt{k_BTL/(2E_Fw)}$. The loss is about a third at $0.46$ K and still about a tenth at $0.046$ K, and $\varepsilon$ changes as well. These figures keep the peak and cutoff at their zero-temperature fields. The maximum of the thermally averaged single-arc signal itself falls less, by about $14$ percent at $0.46$ K and $5$ percent at $0.046$ K.

## Calculated quantities

```
effective mass / electron mass: 0.07
Fermi energy: 0.020 eV
Fermi wave number: 0.01917 1/angstrom
Fermi wavelength: 327.8 angstrom
injector-collector distance L: 60000 angstrom
collector width w: 600 angstrom
w/L: 0.0100 (dimensionless)
cyclotron radius at B_1: 30000 angstrom
ideal B_1, as eB/hbar: 6.3897e-07 1/angstrom^2
ideal B_1, converted: 0.04206 T
ideal B_2, as eB/hbar: 1.2779e-06 1/angstrom^2
ideal B_2, converted: 0.08412 T
ideal B_3, as eB/hbar: 1.9169e-06 1/angstrom^2
ideal B_3, converted: 0.12617 T
finite-width shift of every peak: -0.498 percent
largest orbit-test relative error: 6.3e-15
largest window-test error: 3.5e-06
single-arc peak fraction, full formula: 0.14072
single-arc peak fraction, sqrt(2w/L): 0.14142
rays per simulated field: 2400000
input specularity q: 0.600
peak 1 signal fraction: 0.14449
cutoff 1 signal fraction: 0.00401
subtracted height D_1: 0.14048
peak 2 signal fraction: 0.10902
cutoff 2 signal fraction: 0.01255
subtracted height D_2: 0.09647
peak 3 signal fraction: 0.09057
cutoff 3 signal fraction: 0.02403
subtracted height D_3: 0.06653
raw peak ratio 2/1: 0.7545
subtracted ratio D_2/D_1: 0.6868
subtracted ratio D_3/D_2: 0.6896
diffuse correction epsilon: 0.2221
predicted D_2/D_1: 0.6889
corrected q from D_2/D_1: 0.5973
statistical uncertainty of corrected q: 0.0026
simulated D_3/D_1: 0.4736
predicted D_3/D_1: 0.4818
  specular part: 0.3600
  one-diffuse part: 0.1131
  two-diffuse part: 0.0087
second test, input q: 0.300
second test, D_2/D_1: 0.4514
second test, corrected q: 0.2947
narrow collector width: 150 angstrom
narrow collector, simulated D_2/D_1: 0.6435
narrow collector, predicted D_2/D_1: 0.6444
D_2/D_1 with diffuse electrons removed: 0.6001
```
